Why n-type silicon has a large negative longitudinal piezoresistance along [100]

**Question.** A bar of n-type silicon is cut along the cube direction [100], stretched along its length, and made to carry a current in the same direction. Stretching makes the bar longer and thinner, which should raise its resistance. Why does the resistance fall instead, and why is the change so much larger than the change in shape?

**The mechanism**

The conduction electrons of silicon do not sit at one minimum of the band energy. They occupy six equivalent minima, called valleys, one pair on each cube axis of k-space. Near a minimum the surfaces of constant energy are ellipsoids stretched along the axis on which the valley lies. An electron there has a large effective mass m_l for motion along that axis and a smaller mass m_t for motion across it.

Let the current flow along x. Electrons in the x pair of valleys respond to the field with the heavy mass m_l. Those in the y and z pairs respond with the light mass m_t. In the unstrained crystal each pair holds one third of the electrons, and the three contributions combine to give the same conductivity in every direction.

Tension along x breaks this equality. It raises the energy of the x pair relative to the other two, so electrons move from the x valleys into the y and z valleys. No electron need be added to the band. Electrons that were heavy along the current become light along it, the mean mobility rises, and the resistivity falls. Compression lowers the x pair and does the reverse.

The effect is large because the valley energies need not shift by much on the scale of the band structure. They need to shift by an appreciable part of the thermal energy k_B T, which is small compared with the energies that govern the band's response to strain.

**From stress to strain**

Let X be the stress along x, positive in tension, with the side faces free. In a cubic crystal with stiffnesses c11 and c12, Hooke's law for the x and y directions reads

X = c11 e_xx + c12 e_yy + c12 e_zz

0 = c12 e_xx + c11 e_yy + c12 e_zz

There is no shear strain, and e_zz = e_yy by symmetry. Subtracting the second equation from the first removes e_zz:

e_xx − e_yy = X/(c11 − c12)

The second equation with e_zz = e_yy gives the sideways contraction:

e_yy = −ν e_xx,  ν = c12/(c11 + c12)

Putting this into the strain difference gives (1 + ν) e_xx = X/(c11 − c12). Young's modulus Y = X/e_xx along [100] is therefore

Y = (c11 − c12)(1 + ν)

**From strain to valley energies**

For small strain the shift of a valley minimum is linear in the strain components. Consider a valley on the x axis. A half turn about x reverses e_xy and e_xz but leaves the valley in place, so these components cannot appear in the shift. A quarter turn reverses e_yz and exchanges e_yy with e_zz. Hence e_yz is also absent, and e_yy and e_zz enter with equal coefficients. Calling that coefficient Ξ_d, and the coefficient of e_xx Ξ_d + Ξ_u, we have

δE_x = Ξ_d (e_xx + e_yy + e_zz) + Ξ_u e_xx

The y and z valleys follow by relabelling the axes:

δE_y = Ξ_d (e_xx + e_yy + e_zz) + Ξ_u e_yy

Inversion leaves a uniform strain unchanged and exchanges opposite valleys, so the two members of a pair shift together. The constants Ξ_d and Ξ_u are deformation potentials. The first term is common to all valleys and cannot move electrons between them. What matters is the splitting

Δ = δE_x − δE_y = Ξ_u (e_xx − e_yy) = Ξ_u X/(c11 − c12)

Symmetry does not fix the sign of Ξ_u. It is positive for silicon's valleys, so tension raises the x pair.

**From valley energies to populations**

Assume that the electrons are dilute enough for Boltzmann statistics, that the valleys remain parabolic, and that strain leaves their masses unchanged. A valley whose minimum is at E_i then holds, per unit volume,

n_i = 2/(2π)³ ∫ d³k exp[(μ − E_i − ε)/k_B T]

where μ is the chemical potential, the factor 2 counts spin, and ε is the energy above the minimum. The integral is a product of three Gaussian integrals, each equal to √(2π m_j k_B T)/ħ for its own mass m_j. The result is

n_i = N_v exp[(μ − E_i)/k_B T]

N_v = 2 [m_d k_B T/(2πħ²)]^(3/2),  m_d = (m_l m_t²)^(1/3)

Since N_v is the same for every valley, the populations differ through their Boltzmann factors alone. Define u = Δ/k_B T and measure energy from the y and z minima. The three pairs have relative weights e^(−u), 1 and 1, so the fraction of electrons in the x pair is

f = e^(−u)/(e^(−u) + 2) = 1/(1 + 2e^u)

At zero stress f = 1/3, as it must be. The derivative is

df/du = −2e^u/(1 + 2e^u)² = −f(1 − f)

which equals −2/9 at u = 0. This use of equilibrium populations requires the stress to change slowly enough for scattering between valleys to restore equilibrium.

**From populations to conductivity**

The heavy and light masses enter through the Boltzmann equation. An electron has charge −e. In a weak field F along x, let the occupation of a valley be f₀ + g, where f₀ is the equilibrium occupation and g is proportional to F. With a relaxation time τ(ε), the steady state satisfies

−(eF/ħ) ∂f₀/∂k_x = −g/τ

Because ∂f₀/∂k_x = ħv_x ∂f₀/∂ε, and ∂f₀/∂ε = −f₀/k_B T for Boltzmann statistics,

g = −eFτ v_x f₀/k_B T

The current density is −e times the sum of v_x g over states. The two minus signs cancel, and division by F gives the conductivity of the valley:

σ_i = (e²/k_B T) · 2/(2π)³ ∫ d³k v_x² τ f₀

Now use scaled components w_j = ħk_j/√m_j. The energy becomes ε = w²/2, which is spherical, and v_x = w_x/√m_x, where m_x is the valley's mass along x. Averaging over directions of w replaces w_x² by w²/3 = 2ε/3. Therefore

σ_i = n_i e² ⟨τ⟩/m_x,  ⟨τ⟩ = (2/3)⟨ετ⟩_v/k_B T

where ⟨…⟩_v is an average over the electrons of the valley. For constant τ, the mean energy (3/2)k_B T gives ⟨τ⟩ = τ.

Assume further that τ is the same function of ε in every valley and is not altered by strain. Then ⟨τ⟩ is common to all valleys, and adding them at a fixed total density n gives

σ_xx = n e²⟨τ⟩ [f/m_l + (1 − f)/m_t]

Divide by the value at f = 1/3, and multiply numerator and denominator by m_l. With K = m_l/m_t,

σ_xx/σ₀ = 3[f + (1 − f)K]/(2K + 1)

Since K > 1, lowering f raises the conductivity. The conductivity tensor is diagonal in the cube axes for this stress, so ρ_xx = 1/σ_xx.

**The piezoresistance coefficient**

The longitudinal coefficient is the relative change of resistivity per unit stress at zero stress:

π_l = (1/ρ₀) dρ_xx/dX = −(1/σ₀) dσ_xx/dX

The chain of derivatives is short. The conductivity ratio has slope −3(K − 1)/(2K + 1) with respect to f, and df/du = −2/9. Their product is

A = (2/3)(K − 1)/(2K + 1)

so that σ_xx/σ₀ ≈ 1 + Au. Since du/dX = Ξ_u/[(c11 − c12)k_B T],

π_l = −A Ξ_u/[(c11 − c12) k_B T]

The minus sign records that tension makes u positive, empties the heavy valleys and lowers the resistivity. The factor A measures how much the mass anisotropy turns a transfer into a conductivity change; it rises from 0 at K = 1 towards 1/3 at large K. The ratio Ξ_u/k_B T measures how strongly a given strain disturbs the populations.

A current along y, with the stress still along x, gives a second case. The heavy valleys are now the y pair, which holds the fraction (1 − f)/2. The other electrons, a fraction (1 + f)/2, are light along y. Thus

σ_yy/σ₀ = (3/2)[(1 − f) + (1 + f)K]/(2K + 1)

Its slope with respect to f is +(3/2)(K − 1)/(2K + 1), half the previous slope and opposite in sign. The transverse coefficient is therefore

π_t = −π_l/2

Electrons leaving the x valleys enter the y and z valleys equally, and those that enter the y valleys become heavy along y. The sum of the inverse masses over three perpendicular directions is the same for every valley, so a transfer redistributes conductivity among directions without changing the sum σ_xx + σ_yy + σ_zz.

**What happens when an ingredient is removed**

If m_l = m_t, then A = 0. Electrons still change valleys, but their response to the field does not change.

If the stress is along [111], a third of a turn about the stress direction leaves the strain unchanged and permutes the cube axes. The three pairs must shift equally, so no transfer occurs.

Germanium shows the same point with another arrangement of valleys. Its lowest conduction minima lie along the <111> axes. A quarter turn about [100] leaves the strain from [100] stress unchanged and permutes these axes, so the valleys again shift together. The transfer mechanism thus needs both an anisotropic mass and a stress that distinguishes the valleys. These zeros concern transfer; changes of mass or scattering with strain could still give a smaller response.

**The size of the effect**

Take round model parameters of silicon's general size: m_l = 0.90 and m_t = 0.20 electron masses, Ξ_u = 9.0 eV, c11 = 160 GPa and c12 = 60 GPa. The temperature is 300 K, where k_B T = 25.85 meV, and the electron density is 10¹⁶ cm⁻³.

The formula for N_v gives 4.76 × 10¹⁸ cm⁻³. The occupation at the bottom of each valley in the unstrained crystal is therefore

n/(6N_v) = 10¹⁶/(6 × 4.76 × 10¹⁸) = 3.5 × 10⁻⁴

This is far below 1, so Boltzmann statistics are justified.

The mass ratio is K = 0.90/0.20 = 4.5, and

A = (2/3) × 3.5/10 = 0.2333

Ξ_u/k_B T = 9.0 eV/25.85 meV = 348

With c11 − c12 = 100 GPa = 10¹¹ Pa,

π_l = −0.2333 × 348/(10¹¹ Pa) = −81 × 10⁻¹¹ Pa⁻¹

or −0.81 GPa⁻¹. The transverse coefficient is +41 × 10⁻¹¹ Pa⁻¹. The measured longitudinal coefficient of lightly doped silicon at room temperature is roughly −100 × 10⁻¹¹ Pa⁻¹, so the mechanism accounts for the sign and the order of magnitude. With round parameters and simplified scattering, closer comparison would have little meaning.

Now apply a tension of 100 MPa. The elastic formulas give ν = 60/220 = 0.273 and Y = 100 GPa × 1.273 = 127 GPa. The bar lengthens by e_xx = 7.86 × 10⁻⁴ and contracts sideways by 2.14 × 10⁻⁴ of its width. The strain difference is 1.00 × 10⁻³, so

Δ = 9.0 eV × 1.00 × 10⁻³ = 9.0 meV

u = 9.0/25.85 = 0.348

A strain of less than one part in a thousand has split the valleys by about a third of k_B T. The x-pair fraction becomes

f = 1/(1 + 2e^0.348) = 0.261

Compared with 0.333 at zero stress, about 7% of all the electrons have left the x valleys. The conductivity ratio is

σ_xx/σ₀ = 3[0.261 + 0.739 × 4.5]/10 = 1.076

and the resistivity falls by 7.1%. For 100 MPa of compression, u = −0.348 and f = 0.415. The conductivity ratio is then 0.915, and the resistivity rises by 9.3%.

**Why tension and compression differ**

The linear coefficient predicts a change of 8.1% in both directions. The difference comes from the next order in u. From df/du = −f(1 − f), a second differentiation gives

d²f/du² = −(1 − 2f) df/du

which is (1/3)(2/9) = 2/27 at u = 0. Hence

f ≈ 1/3 − 2u/9 + u²/27

The conductivity ratio is 1 − (9A/2)(f − 1/3), because 3(K − 1)/(2K + 1) = 9A/2. Thus

σ_xx/σ₀ ≈ 1 + Au − Au²/6

Taking the reciprocal to second order gives

ρ_xx/ρ₀ ≈ 1 − Au + (A² + A/6)u²

The quadratic term is positive for either sign of stress. Here it is (0.0544 + 0.0389) × 0.348² = 0.0113, or 1.13%. It reduces the fall in tension from 8.12% to 6.99% and increases the rise in compression from 8.12% to 9.25%, close to the full results of 7.07% and 9.33%.

At large splitting the transfer runs out of electrons to move. In strong tension f → 0, and in strong compression f → 1:

ρ_xx/ρ₀ → (2K + 1)/(3K) = 0.74  (tension)

ρ_xx/ρ₀ → (2K + 1)/3 = 3.3  (compression)

Tension has less to gain because two thirds of the electrons are already light along x at zero stress. These are limits of the model. Reaching u = 5 with the present parameters would take about 1.4 GPa, where linear shifts and fixed masses can no longer be taken for granted.

**Comparison with the change in shape**

The resistance of a bar of length L and cross-section S is R = ρL/S. Suppose that it contains a fixed number N of mobile electrons with mobility μ_e along the bar. Then n = N/(LS), ρ = 1/(neμ_e), and

R = L²/(N e μ_e)

The cross-section has cancelled. For a small longitudinal strain, L² contributes 2e_xx to the relative change of R. The mobility contributes π_l X = π_l Y e_xx, since π_l was derived at fixed density. The gauge factor, the relative resistance change per unit longitudinal strain, is

G = 2 + π_l Y = 2 − 103 = −101

The 2 contains 1 + 2ν = 1.55 from the change of shape and 1 − 2ν = 0.45 from the dilution of the electrons as the volume grows. Both raise the resistance; the question anticipated only the first. Valley transfer opposes them and is about fifty times larger than their sum.

**Where the formula changes or fails**

At fixed material parameters π_l varies as 1/T. Raising the temperature from 300 K to 400 K reduces its magnitude from 81 × 10⁻¹¹ to 61 × 10⁻¹¹ Pa⁻¹, because the same splitting is then a smaller part of k_B T. At low temperature electrons return to their donors and n falls. This alone does not spoil the linear coefficient, which needs only that n not change with stress: to first order both the valleys taken together and the donor ground state, a symmetric combination of all six valleys, follow the mean valley shift. At finite stress, however, n changes at second order, increasingly so as T falls, and the fixed-density results for the resistivity then fail.

Heavy doping also weakens the effect. For a small shift at fixed μ, a valley's population changes at the rate −∂n_i/∂μ. In the Boltzmann regime this is −n_i/k_B T. In a strongly degenerate gas n_i ∝ E_F^(3/2), with the Fermi energy E_F measured from the valley bottom, and the rate is −3n_i/(2E_F). For constant τ the rest of the linear derivation is unchanged, so k_B T in π_l is replaced by 2E_F/3. The coefficient then falls as the density rises and no longer follows 1/T. With the present masses E_F is about 72 meV, or 2.8 k_B T at 300 K, at a density of 10²⁰ cm⁻³, so at room temperature this limiting form becomes accurate only at several times that density.

Scattering is the least secure part of the model. If the relaxation times along and across a valley axis differ, each inverse mass is multiplied by its own relaxation time. The algebra survives with K replaced by the ratio of the transverse to the longitudinal mobility of a single valley. A change of scattering with strain is a different matter: splitting the valleys alters the final states available for scattering between them, so ⟨τ⟩ itself can depend on stress and differ between valleys. That adds a contribution, also linear in the stress, whose size the population argument does not determine and which need not follow 1/T. In tension, electrons in the raised x valleys scatter out more readily and those in the lowered valleys less readily, so this term has the same sign as the transfer term.

Numerical values quoted here were computed with a short program.
